Why slow difference-frequency quantum oscillations survive heating, and what damps them

**1. Two ladders with the same spacing**

Take two subbands of a two-dimensional electron gas, with minima E₁ and E₂ and equal masses m. A magnetic field B turns each into a ladder of Landau levels with spacing ω. The density of states of each ladder oscillates with energy ε, and its first harmonic is proportional to cos φᵢ, where

φᵢ = 2π(ε − Eᵢ)/ω.

Heating averages over ε. Once the thermal window covers several spacings, cos φ₁ and cos φ₂ average to almost nothing. Their product behaves differently:

cos φ₁ cos φ₂ = ½cos(φ₁ − φ₂) + ½cos(φ₁ + φ₂),
φ₁ − φ₂ = 2π(E₂ − E₁)/ω.

The difference phase contains no ε. It records whether the two ladders are aligned, and aligned ladders are aligned at every energy. Smearing removes the sum term and leaves the difference term untouched.

Three questions remain. Which quantity contains the product, what happens when the masses differ, and what damps the signal when smearing cannot?

Atomic units are used in the algebra, with T denoting the thermal energy kT. Then B = 1/l², with l the magnetic length, and ωᵢ = B/mᵢ. The subbands are parabolic and electron-like, many levels are filled, spin splitting is neglected, and the chemical potential is fixed. From section 3 onwards ε is measured from the chemical potential.

**2. Where the product comes from**

Let disorder give each level a Lorentzian profile L of half-width Γᵢ. The density of ladder i, divided by its smooth value, is

dᵢ(ε) = ωᵢ Σₙ L(ε − Eᵢ − ωᵢ(n + ½)).

With many filled levels the sum may run over all integers. Poisson summation replaces it by Σₛ ∫dn exp(2πisn). Put y = ε − Eᵢ − ωᵢ(n + ½), so that

exp(2πisn) = (−1)ˢ exp(isφᵢ) exp(−2πisy/ωᵢ).

The Fourier integral of the Lorentzian is exp(−2π|s|Γᵢ/ωᵢ). Combining s and −s gives

dᵢ = 1 + 2 Σₛ≥₁ (−1)ˢ λᵢˢ cos(sφᵢ),  λᵢ = exp(−2πΓᵢ/ωᵢ).

This λᵢ is the Dingle factor. With Γᵢ = 1/(2τᵢ) it reads exp(−π/(ωᵢτᵢ)).

Now consider the conductivity for ωτ_tr ≫ 1, where τ_tr is the transport time. An orbit's centre moves when an impurity scatters the electron, by ΔX = l²Δk_y. An elastic jump from subband i to j needs an occupied initial ladder and an available final one at the same energy. The golden-rule rate is 2πνⱼdⱼ|Vᵢⱼ|², where νⱼ is the smooth density per spin. The diffusion constant is half the jump rate times ΔX², so

σ = ∫dε (−f′) Σᵢⱼ Sᵢⱼ dᵢdⱼ,
Sᵢⱼ = ½ νᵢ · 2πνⱼ · ⟨|Vᵢⱼ|² Δk_y²⟩/B².

Here f is the Fermi function and l⁴ = 1/B². Matrix elements are replaced by averages over the Fermi circles. For a fixed scattering angle χ, averaging over orientation gives

⟨Δk_y²⟩ = ½(kᵢ² + kⱼ² − 2kᵢkⱼ cos χ).

The prefactor can be checked with one subband and d = 1. Then ⟨Δk_y²⟩ = k²(1 − cos χ) and 1/τ_tr = 2πν⟨|V|²(1 − cos χ)⟩, so S = νk²/(2B²τ_tr). With ν = m/(2π) and density n = k²/(4π) per spin,

S = nm/(B²τ_tr) = n/(mω²τ_tr),

which is the Drude result in high field.

The cross terms i ≠ j contribute 2S₁₂d₁d₂. Their share of the smooth conductivity is

p = 2S₁₂/(S₁₁ + S₂₂ + 2S₁₂).

The first harmonics of d₁d₂ give 4λ₁λ₂ cos φ₁ cos φ₂, hence a slow term 2λ₁λ₂ cos(φ₁ − φ₂). Relative to the smooth conductivity its amplitude is

a = 2pλ₁λ₂A(T),

where A(T) holds all temperature dependence. For Lorentzian ladders d₁² and d₂² each contain one phase only, so without intersubband scattering this slow term is absent.

**3. Thermal smearing alone**

We need

I(a) = ∫dε (−f′) exp(iaε),  a > 0.

Here a is a rate of phase change with energy, not the amplitude above. Under ε → ε + 2πiT the function f′ repeats, while the exponential gains a factor exp(−2πaT). The integrals along the real axis and the shifted line therefore differ by I(1 − exp(−2πaT)), which equals 2πi times the residue at ε = iπT. Near that pole, with ε = iπT + η, f = −T/η + ½ + …, so −f′ = −T/η² + …. The residue is −iaT exp(−πaT), and

I(a) = 2πaT exp(−πaT)/(1 − exp(−2πaT)) = πaT/sinh(πaT).

A fundamental has a = 2π/ωᵢ = 2πmᵢ/B. For the difference term a = 2π|m₁ − m₂|/B, so

A = X/sinh X,  X = 2π²T|m₁ − m₂|/B.

The sum term has m₁ + m₂ instead. If one subband were hole-like, its phase would fall with energy and the two combinations would exchange roles.

The order of operations matters. If each oscillation is averaged first and the results are then multiplied, the difference frequency appears with R₁R₂, the product of the two ordinary thermal factors. It is then weaker than either fundamental factor. Protection requires the product to form at each energy, as it does in an elastic intersubband jump. Numerical quadrature with unequal masses tested all three cases: difference, sum, and product of averages.

**4. Elastic disorder alone**

Equal masses remove smearing but not the factor λ₁λ₂. To see why the widths add while the energies subtract, write one oscillation with a retarded self-energy Σ₁ = −iΓ₁ and the other with the conjugate, advanced one:

exp[2πi(ε − Σ₁)/ω] · exp[−2πi(ε − Σ₂*)/ω] = exp[−2π(Γ₁ + Γ₂)/ω].

The energy cancels. The widths do not, because conjugation reverses the sign of Σ₂ as well as that of the phase.

The same structure explains why the slow term belongs to transport and not to the smeared density of states in this model. In the self-consistent Born approximation the level sum is Σₙ 1/(z − (n + ½)ω) = −(π/ω)tan(πz/ω), so

Σᵢ = −Σⱼ Γᵢⱼ tan[π(ε − Eⱼ − Σⱼ)/ω],

where Γᵢⱼ = πνⱼ⟨|Vᵢⱼ|²⟩ and Γᵢ = Σⱼ Γᵢⱼ. In the upper half-plane tan x = i(1 − 2e²ⁱˣ + …). Iteration generates phases exp[i(s₁φ₁ + s₂φ₂)] with s₁, s₂ ≥ 0, never a difference. For equal masses every such term except the constant averages to zero over energy. A product d₁d₂ also contains a retarded phase times an advanced one, and that supplies φ₁ − φ₂. The numerical solution agrees: the averaged density has no slow part above rounding error.

Self-consistency also adds higher powers of λ to the slow conductivity, so a = 2pλ₁λ₂A is a leading-order law for overlapping levels.

Smooth disorder acts differently. A slowly varying potential u that moves both subbands together changes the difference phase by 2πu(1/ω₁ − 1/ω₂) in magnitude, which vanishes for equal masses. If u is Gaussian with spread s, a fundamental acquires the factor

⟨exp(2πiu/ω)⟩ = exp(−2π²s²/ω²).

The slow term acquires none, provided u is nearly constant over both cyclotron orbits. The two orbits differ in radius kᵢl² (about 2100 and 1600 Å in section 7) and in centre, so a potential that varies on the scale of the cyclotron radius or shorter is averaged differently by each and damps the slow term too. If the subbands move oppositely, by u and −u, their spacing changes by 2u and the slow factor is exp[−2π²(2s)²/ω²]. For s = 1.81×10⁻⁴ eV and ω = 1.21×10⁻³ eV, the fundamental is multiplied by 0.64, while the slow term is multiplied by 1.00 for common shifts and 0.17 for opposite shifts.

**5. Inelastic collisions alone**

Elastic widths set the size of the signal but do not change with T here. To obtain a temperature-dependent width, model electron-electron collisions by the Fermi-liquid form

Γᵢ → Γᵢ + αᵢ(ε² + π²T²).

Logarithms special to two dimensions are left out, as are phonons, and the real part of the self-energy is taken to be absorbed in the mass.

First consider a fundamental. Apart from its elastic factor λ, its thermal average is ∫(−f′)F dε with

F = exp{(2πi/ω)[ε + iα(ε² + π²T²)]}.

Integration by parts gives ∫fF′dε, because F vanishes at both ends. Shift the path up to Im ε = 2πT. It crosses the pole at iπT, where f has residue −T. There ε² + π²T² = 0, so the collision width vanishes. Using

F′ = (2πi/ω)(1 + 2iαε)F,

the pole contributes

−2πiT F′(iπT) = 2X₀(1 − 2παT)exp(−X₀),  X₀ = 2π²T/ω.

On the shifted path the exponential part of F is at most exp[−2X₀ + 6π³αT²/ω]. Compared with exp(−X₀) this is exp[−X₀(1 − 3παT)], which is negligible for X₀ ≫ 1 and 3παT well below one. Collisions thus change the fundamental by a factor 1 − 2παT, not by an exponential of T². At kT = 8×10⁻⁴ eV with α = 5 eV⁻¹, direct integration gives 0.975, as the pole formula does. Inserting the width on the real axis without the oscillating phase would have given 0.81.

The slow term at equal masses has no such oscillating phase. No factor exp(−X₀) makes the first pole dominate, and both widths act on the real axis:

A = ∫dε (−f′) exp[−κ(ε² + π²T²)] cos(2πδε),
κ = 2π(α₁/ω₁ + α₂/ω₂),  δ = |m₁ − m₂|/B.

The cancellation that protects the slow term from smearing thus leaves it exposed to collisions.

**6. Smearing against collisions**

At low T, expand each loss separately. From πaT/sinh(πaT) = 1 − (πaT)²/6 + … and ⟨exp(iaε)⟩ = 1 − a²⟨ε²⟩/2 + …, we find ⟨ε²⟩ = π²T²/3. Therefore

collision loss = κ(π²/3 + π²)T² = (4π²/3)κT²,
smearing loss = X²/6 = (2π⁴/3)δ²T².

Both are quadratic in this range, so further cooling does not change which is larger. They are equal when π²δ² = 2κ, or

δ = √(2κ)/π.

A smaller mass difference leaves collisions in charge even at low T.

At high T, smearing alone would give an exponent linear in T, X = 2π²δT, while collisions give π²κT². There is a further effect. The factor exp(−κε²) restricts the contributing energies to a window of order 1/√κ. When κT² ≫ 1 this is narrower than the thermal window. If also T ≫ δ/κ, so that strong cancellation by the cosine does not magnify the small variation of f′ across the window, −f′ may be replaced by its central value 1/(4T):

A → [√(π/κ)/(4T)] exp(−π²κT² − π²δ²/κ).

The smearing penalty has saturated at exp(−π²δ²/κ), and the remaining decay is due to collisions. This is a limit of the formula; it need not be reached while the electron gas is still degenerate.

**7. Numbers for a model gas**

Take round parameters: both masses 0.070 electron masses, magnetic length 300 Å, and fillings of 0.030 and 0.018 eV. In atomic units B = 3.111×10⁻⁶, and B/m corresponds to ω = 1.2095×10⁻³ eV. The subband spacing is 0.012 eV, or 9.92ω, so the ladders are close to alignment.

The disorder has |V|² proportional to exp(−ξ²q²), with q the momentum transfer and ξ = 100 Å, half weight between subbands, and an overall strength chosen so that Γ₁₁ = 3.0×10⁻⁴ eV. It gives total half-widths 4.29×10⁻⁴ and 5.20×10⁻⁴ eV. Writing Σⱼ Sᵢⱼ as nᵢ/(mω²τᵢ), with nᵢ the density per spin, defines effective high-field times with ωτᵢ = 26 and 13. They share the intersubband term equally and are not the zero-field transport times of the separate subbands. The Dingle factors are

λ₁ = exp(−2π × 4.293/12.095) = 0.1075,
λ₂ = exp(−2π × 5.200/12.095) = 0.0671.

With p = 0.365, the slow amplitude before collisions is

2 × 0.3653 × 0.1075 × 0.0671 = 0.0053.

The self-consistent Born calculation gives 0.0062, which is 18% above the leading formula. With all widths multiplied by 1.8 the excess falls to 1.2%, as expected of higher powers of λ. The leading formula therefore fixes the absolute amplitude in this example only to about 20%. The temperature factors below belong to the leading term. The excess is of higher order in λ, so collisions remove it faster: with the collision width used below included in the self-consistent Born equations, the slow term keeps 0.48 rather than 0.52 at kT = 1.0×10⁻³ eV and falls to 1/e at 1.18×10⁻³ eV rather than 1.25×10⁻³ eV.

With α = 5 eV⁻¹ in both subbands, κ = 4π × 5/(1.2095×10⁻³) = 5.19×10⁴ eV⁻². At kT = 1.0×10⁻³ eV:

- smearing multiplies a fundamental by 2.7×10⁻⁶;
- a product of two averaged fundamentals would carry 7×10⁻¹²;
- the slow term keeps 0.52, all of its loss being due to collisions.

Its amplitude is then 0.00527 × 0.521 = 0.00275 of the smooth conductivity in the leading formula, about 0.003 within the model's accuracy; integration of the full Lorentzian-ladder expression agrees. Elastic disorder has cost far more than heat, through λ₁λ₂ = 0.0072, but in the leading formula, with Γᵢ and Sᵢⱼ taken at the chemical potential, that cost is the same at every temperature. Their energy dependence in this disorder model lowers the slow amplitude by a further 0.4% at kT = 1.0×10⁻³ eV and about 2% at 2.0×10⁻³ eV.

The slow factor falls to 1/e at kT = 1.25×10⁻³ eV (14.5 K). Smearing takes a fundamental to 1/e at 1.65×10⁻⁴ eV (1.9 K), a temperature 7.6 times lower.

Now let the masses differ by 10%, keeping κ fixed. The low-temperature losses would match at a difference of √(2κ)ω/π = 0.124 of m, so smearing and collisions are comparable here. At kT = 2.0×10⁻³ eV the slow factor is 0.045, against 0.087 for equal masses. The mismatch costs a factor 0.52, whereas smearing without collisions would cost 0.25. The narrowing of the energy window is already visible, although κT² is about 0.2 and the limiting formula does not yet apply.

**8. One warped band instead of two subbands**

A layered metal with interlayer dispersion −2t cos(k_z d) can show the same mechanism within one band, provided elastic scattering mixes all k_z, so that the density averaged over k_z enters squared; scattering that conserves k_z gives no slow term. Its phase at a given k_z is φ₀ + z cos(k_z d), with φ₀ = 2πε/ω and z = 4πt/ω. Averaging over k_z removes the part odd in cos(k_z d) and leaves

⟨cos(φ₀ + z cos(k_z d))⟩ = J₀(z) cos φ₀.

The s-th harmonic has J₀(sz). Squaring the density and averaging over energy halves the square of each harmonic:

⟨d²⟩ = 1 + 2 Σₛ≥₁ λ²ˢ J₀²(sz).

For large z, J₀²(z) ≈ [1 + sin(2z)]/(πz). The slow phase 2z = 8πt/ω equals 2π × 4t/ω, and 4t is the energy offset between the two extremal orbits. With constant t and a parabolic in-plane band these orbits have equal mass, so the slow term carries no smearing factor; if their masses differ, the factor X/sinh X of section 3 returns.

At finite T a remnant of the fundamental accompanies it. When the chemical potential lies midway between levels of the unwarped ladder, cos φ₀ = 1 at ε = 0. To leading order in λ the remnant is the cross term in d² of the constant 1 with the first harmonic, 2 × (−2λJ₀(z) cos φ₀), and section 3 gives its thermal average as −4λJ₀(z)X₀/sinh X₀. It dies on heating. With ω and λ₁ of section 7 and t/ω = 0.70 and 0.82, numerical averages agree with the sum of both parts. At kT = 1.0×10⁻³ eV the remnant is already at most about 10⁻³ of the slow part; at 4×10⁻⁴ eV, where it exceeds the slow part, the agreement is within 0.2%. This gives the effect of thermal smearing on the squared density; inelastic collisions are not included here. The amplitude of the interlayer conductivity also needs velocity weights that are not derived here.

Computed results

```
mass of both subbands = 0.070 electron masses
magnetic length = 300.0 angstrom
field in atomic units = 3.1114e-06
cyclotron energy = 1.2095e-03 eV
fillings mu-E1, mu-E2 = 0.030, 0.018 eV
subband spacing = 0.012 eV
spacing / cyclotron energy = 9.921
Fermi wave numbers = 0.02348, 0.01819 1/angstrom
disorder correlation length = 100.0 angstrom
intersubband weight of disorder = 0.50
half-widths G11, G22, G12 = 3.000e-04, 3.907e-04, 1.293e-04 eV
total half-widths = 4.293e-04, 5.200e-04 eV
omega*tau_transport = 26.0, 13.0
Dingle factors lam1, lam2 = 0.1075, 0.0671
intersubband share p = 0.3653
slow amplitude without collisions, leading = 0.00527
same, self-consistent Born = 0.00624
ratio Born/leading = 1.1830
ratio Born/leading, widths times 1.8 = 1.0121
slow part of Born density of states = 9.9e-17
collision coefficient alpha = 5.0 1/eV
kappa = 5.1948e+04 1/eV^2
factors: fundamental smearing | product of averages | slow, equal masses | slow, 10% mass mismatch | mismatch smearing alone
kT = 2.50e-04 eV: 1.380e-01 | 1.905e-02 | 0.9583 | 0.9331 | 0.9728
kT = 5.00e-04 eV: 4.665e-03 | 2.177e-05 | 0.8451 | 0.7672 | 0.8971
kT = 1.00e-03 eV: 2.668e-06 | 7.116e-12 | 0.5213 | 0.3891 | 0.6636
kT = 2.00e-03 eV: 4.360e-13 | 1.901e-25 | 0.0870 | 0.0454 | 0.2500
slow amplitude at kT = 1.0e-03 eV, full = 0.00275
same, formula = 0.00275
fundamental, with/without collisions at kT = 8.0e-04 eV = 0.9749
pole prediction 1-2*pi*alpha*kT = 0.9749
real-axis width would give = 0.8069
1/e of slow factor at kT = 1.250e-03 eV = 14.50 K
1/e of fundamental smearing at kT = 1.646e-04 eV = 1.91 K
ratio of these temperatures = 7.60
mass mismatch where low-T losses match = 0.1241 of m
smooth shift spread = 1.814e-04 eV
its factor on fundamental = 0.6414
factor on slow part: common shift = 1.0000, opposite shifts = 0.1692
```
